# Gibbs-Thomson cobalt solubility at a small CoSi2 precipitate in silicon

## Problem

A spherical CoSi$_2$ precipitate of radius $r=5$ nm is embedded in silicon at $T=1273$ K. The free energy of the interface is $\gamma=0.5$ J/m$^2$. By what factor does the cobalt concentration in equilibrium with this precipitate exceed the concentration in equilibrium with a flat CoSi$_2$ interface? How does the cobalt concentration vary around the precipitate if the distant silicon is held at the flat-interface solubility?

CoSi$_2$ has the cubic fluorite structure with four formula units per cell. Take a rough lattice parameter $a=0.54$ nm. To turn the ratio into a concentration, take a rough flat-interface solubility $c_\infty=6\times10^{14}$ cm$^{-3}$.

The model assumes the following:

- The interface energy is the same for all orientations and radii.
- Cobalt is dilute in nearly pure silicon that is intrinsic at this temperature.
- The precipitate is free of coherency strain, and silicon point defects are at equilibrium, so that any small volume change on precipitation is accommodated without stress.

## First estimate by scaling

A precipitate of size $r$ has an interface energy of order $\gamma r^2$. It contains of order $r^3/\Omega$ cobalt atoms, where $\Omega$ is the volume of CoSi$_2$ per cobalt atom. The interface energy per cobalt atom is therefore of order

$$
\frac{\gamma r^2}{r^3/\Omega}=\frac{\gamma\Omega}{r}.
$$

One formula unit contains one cobalt atom, and the cell contains four formula units, so

$$
\Omega=\frac{a^3}{4}=\frac{(0.54\ \text{nm})^3}{4}=0.03937\ \text{nm}^3 .
$$

With $\gamma=0.5$ J/m$^2=3.12$ eV/nm$^2$, the energy is

$$
\frac{\gamma\Omega}{r}\approx\frac{3.12\times0.03937}{5}\ \text{eV}=0.0246\ \text{eV}=24.6\ \text{meV}.
$$

The thermal energy is $kT=109.7$ meV. The ratio of the two is 0.22, which suggests an increase in solubility of some 20 %. Scaling cannot supply the numerical factor in front of $\gamma\Omega/r$, nor can it say how the concentration responds when the ratio is not small. Both matter here.

## Exact solution of the model

### Which volume enters

The precipitation reaction is

$$
\text{Co (dissolved)}+2\,\text{Si (matrix)}\rightarrow\text{CoSi}_2 .
$$

When one cobalt atom leaves the solution, the precipitate gains a whole formula unit, three atoms in all, and its volume grows by $\Omega$. The two silicon atoms come from the surrounding matrix. Their chemical potential $\mu_{\rm Si}$ is that of nearly pure silicon and does not depend on the small cobalt concentration. The whole cost of the added interface must therefore be balanced by the chemical potential of cobalt.

The value of $\Omega$ can be checked by counting atoms. The sphere has volume $V=4\pi r^3/3=523.6$ nm$^3$, so it should hold $V/\Omega=13301$ formula units. Spheres of this radius cut from the fluorite lattice around 20 different centres contain on average 13308 cobalt and 26595 silicon atoms. This checks the volume per cobalt atom and the ratio of two silicon atoms to one cobalt atom in the lattice. That this is the volume which enters the equilibrium follows from the reaction above, not from the count.

### The capillary work

Let the precipitate contain $N$ formula units, so that $V=N\Omega$. Its free energy is

$$
G_{\rm p}(N)=N g_0+\gamma A(N),
$$

where $g_0$ is the free energy of a formula unit in bulk CoSi$_2$ and $A$ is the interface area. Adding one unit costs

$$
\frac{dG_{\rm p}}{dN}=g_0+\gamma\frac{dA}{dV}\frac{dV}{dN}
=g_0+\gamma\Omega\frac{dA}{dV}.
$$

For a sphere, $A=4\pi r^2$ and $V=4\pi r^3/3$, hence

$$
\frac{dA}{dV}=\frac{dA/dr}{dV/dr}=\frac{8\pi r}{4\pi r^2}=\frac{2}{r}.
$$

This is the factor of two that scaling left open. The capillary work per cobalt atom is

$$
w=\frac{2\gamma\Omega}{r}=49.1\ \text{meV}.
$$

It differs from the average interface energy per cobalt atom, which is $\gamma A/N=3\gamma\Omega/r$. Equilibrium depends on the cost of the next unit, and that is lower than the average because the area grows more slowly than the volume.

### The chemical potential of dissolved cobalt

Let $n$ cobalt atoms occupy $M$ equivalent interstitial sites, and let each contribute a free energy $\epsilon$ apart from the entropy of arrangement. The number of arrangements is

$$
\mathcal W(n)=\frac{M!}{n!\,(M-n)!}.
$$

Adding one atom changes the free energy of the solution by

$$
\mu_{\rm Co}=\epsilon-kT\ln\frac{\mathcal W(n+1)}{\mathcal W(n)}
=\epsilon-kT\ln\frac{M-n}{n+1}.
$$

For $1\ll n\ll M$ the last fraction becomes $M/n$, and

$$
\mu_{\rm Co}=\epsilon+kT\ln\frac{n}{M}.
$$

Since $n/M$ is proportional to the concentration $c$, this has the form $\mu_{\rm Co}=\mu_0+kT\ln c$, with $c$ measured in a fixed unit and $\mu_0$ independent of $c$.

### Equilibrium

At equilibrium the reaction changes the total free energy by nothing to first order. For the sphere and for the flat interface this gives

$$
\mu_0+kT\ln c(r)+2\mu_{\rm Si}=g_0+\frac{2\gamma\Omega}{r},
$$

$$
\mu_0+kT\ln c_\infty+2\mu_{\rm Si}=g_0 .
$$

The second equation has no capillary term, because a flat interface moves without changing its area. Subtracting it from the first removes $\mu_0$, $\mu_{\rm Si}$ and $g_0$:

$$
kT\ln\frac{c(r)}{c_\infty}=\frac{2\gamma\Omega}{r}.
$$

Therefore

$$
\boxed{\frac{c(r)}{c_\infty}=\exp\!\left(\frac{L}{r}\right),\qquad L=\frac{2\gamma\Omega}{kT}}
$$

The ratio does not require the flat solubility or the formation energy of the silicide.

For the stated precipitate,

$$
\frac{L}{r}=\frac{49.1\ \text{meV}}{109.7\ \text{meV}}=0.448,
\qquad L=2.24\ \text{nm},
$$

$$
\frac{c(r)}{c_\infty}=e^{0.448}=1.565 .
$$

The solubility is raised by about 57 %. With the rough flat value, the concentration at the interface is

$$
c(r)=1.565\times6\times10^{14}\ \text{cm}^{-3}
=9.4\times10^{14}\ \text{cm}^{-3}.
$$

This concentration is as uncertain as $c_\infty$, while the ratio is not affected by that uncertainty.

The balance can also be solved with whole atoms. Take $M=10^{12}$ sites at a density of $5\times10^{22}$ cm$^{-3}$, so that about $1.2\times10^4$ cobalt atoms are dissolved at the flat solubility. Then require that moving one atom from the precipitate to the solution leave the total free energy unchanged, using the full $\mathcal W$ and the finite difference $A(N)-A(N-1)$. The resulting ratio is 1.5652, against 1.5651 from the formula. A difference of this size is expected, because replacing $n+1$ by $n$ makes relative errors of order $1/n\approx10^{-4}$.

### The equilibrium is unstable at fixed concentration

Hold the matrix at a concentration $c=Sc_\infty$ with $S>1$. Forming a precipitate of radius $r$ from this matrix changes the free energy by

$$
\Delta G(r)=4\pi r^2\gamma-\frac{4\pi r^3}{3\Omega}\,kT\ln S .
$$

The first term is the cost of the interface. The second is the number of formula units multiplied by the free energy that each releases. The derivative is

$$
\frac{d\Delta G}{dr}=8\pi r\gamma-\frac{4\pi r^2}{\Omega}\,kT\ln S,
$$

which vanishes at $r^*=2\gamma\Omega/(kT\ln S)$, the Gibbs-Thomson radius. The second derivative there is

$$
8\pi\gamma-\frac{8\pi r^*}{\Omega}\,kT\ln S=8\pi\gamma-16\pi\gamma=-8\pi\gamma<0 .
$$

The free energy is thus a maximum. In a matrix held at 1.565 times the flat solubility, a precipitate slightly smaller than 5 nm lowers its free energy by dissolving, and a slightly larger one does so by growing.

The same formula gives the driving force for coarsening. At the same temperature and interface energy, a 10 nm precipitate has an enhancement of 1.251. If a 5 nm and a 10 nm precipitate exchange cobalt only with each other, cobalt diffuses from the smaller to the larger, and the larger grows at the expense of the smaller. If the distant silicon is instead held at the flat-interface solubility, two precipitates far apart both dissolve, because the concentration at each interface is above that value.

### The concentration around the precipitate

The factor 1.565 applies at the interface, provided that exchange of atoms there is fast enough to maintain local equilibrium. Let $R$ be the distance from the centre and $D$ the diffusion coefficient of cobalt. In steady diffusion the same number of atoms crosses every surrounding sphere per unit time:

$$
-4\pi R^2D\frac{dc}{dR}=I .
$$

Integrating from $R$ to infinity, where $c=c_\infty$, gives

$$
c(R)-c_\infty=\frac{I}{4\pi D R}.
$$

Setting $R=r$ fixes $I$, and

$$
c(R)=c_\infty+\bigl[c(r)-c_\infty\bigr]\frac{r}{R}.
$$

At $R=10$ nm half of the excess remains, and the concentration is 1.283 times the flat value.

The steady form is justified because the solution is so dilute. The outward current shrinks the precipitate at the rate $|dr/dt|=\Omega D[c(r)-c_\infty]/r$, so the radius changes over a time of order $r^2/\{D\,\Omega[c(r)-c_\infty]\}$. The profile near the precipitate adjusts on the time scale $r^2/D$, though slowly: at $R=2r$ the excess reaches 48 % of its steady value after $r^2/D$ and 99 % after $10^4\,r^2/D$. The ratio of $r^2/D$ to the time over which the radius changes is

$$
\Omega[c(r)-c_\infty]\approx(3.94\times10^{-23}\ \text{cm}^3)(3.4\times10^{14}\ \text{cm}^{-3})\approx1.3\times10^{-8}.
$$

Even $10^4\,r^2/D$ is therefore short compared with the time over which the radius changes. That time is itself short: for an assumed $D$ between $3\times10^{-5}$ and $10^{-4}$ cm$^2$/s, and with local equilibrium at the interface, the precipitate dissolves in about 0.06 to 0.2 s.

The concentration must be read as an average over time or over many precipitates. The shell between 5 and 10 nm has a volume of about 3700 nm$^3$. Even at the interface value of $9.4\times10^{-7}$ nm$^{-3}$ throughout, it would hold fewer than 0.004 cobalt atoms on average.

## Comparison of the two

Scaling gave an increase of 22 %, while the solution gives 57 %, which is 2.5 times as much. The discrepancy has two parts. The geometry of the sphere doubles the exponent, from 0.224 to 0.448. The exponential then turns 0.448 into an increase of 0.565, a further factor of 1.26. Scaling has found the right combination of quantities and the right order of magnitude.

For $r\gg L$ the exponential may be expanded:

$$
\frac{c(r)}{c_\infty}=1+\frac{L}{r}+\frac{L^2}{2r^2}+\cdots
$$

At 5 nm the first two terms give 1.448. This is 7 % below the full ratio, but the *increase* it predicts is 21 % too small. The choice of volume matters more. If the mean volume per atom, $\Omega/3$, is used in place of the volume per cobalt atom, the result is 1.161, because the exponent is then three times too small.

The dependence on radius, at fixed $\gamma$ and $T$, is as follows.

| Radius (nm) | $c(r)/c_\infty$ |
|---:|---:|
| 2 | 3.06 |
| 5 | 1.57 |
| 10 | 1.25 |
| 20 | 1.12 |
| 50 | 1.05 |

The enhancement falls to 10 % at $r=L/\ln1.1=23.5$ nm. For much larger precipitates the flat solubility is a good approximation. At the small end, a continuous interface with a constant energy becomes doubtful.

## What the model leaves out

**Interface energy.** The exponent is proportional to $\gamma$. With everything else fixed, $\gamma=0.3$ J/m$^2$ gives a ratio of 1.31 and $\gamma=1.0$ J/m$^2$ gives 2.45. Of the changes considered here, this range moves the result most.

**Facets.** Suppose that the precipitate is a regular octahedron bounded by {111} facets, each with energy 0.5 J/m$^2$ and at distance $h$ from the centre. Dividing it into pyramids gives $V=Ah/3$. If the shape is kept during growth, $A=bh^2$ and $V=bh^3/3$ with a constant $b$, so

$$
\frac{dA}{dV}=\frac{2bh}{bh^2}=\frac{2}{h}.
$$

The facet distance thus replaces the radius. For a regular octahedron $V=4\sqrt3\,h^3$. Equating this to the volume of the sphere gives

$$
h=r\left(\frac{\pi}{3\sqrt3}\right)^{1/3}=4.23\ \text{nm}.
$$

The exponent becomes $2.24/4.23=0.530$ and the ratio 1.70. This applies if the octahedron is the equilibrium shape, which requires other orientations to have sufficiently high energies. A thin plate that has not reached its equilibrium shape needs a separate treatment.

**Coherency strain.** If the lattices remain continuous across the interface, their misfit stores elastic energy. Let $\eta$ be the magnitude of the linear misfit, $K$ the bulk modulus of the precipitate and $G$ the shear modulus of the matrix, both taken as isotropic. Let the wall of the cavity be displaced by $er$. The precipitate then stores $\tfrac92K(e-\eta)^2$ per unit volume. In the matrix the displacement is $er^3/R^2$, with radial strain $-2e(r/R)^3$ and two tangential strains $e(r/R)^3$. Their sum is zero, so only shear energy is stored:

$$
\int_r^\infty 6Ge^2\frac{r^6}{R^6}\,4\pi R^2\,dR=6Ge^2V .
$$

Minimizing the total, $\tfrac92K(e-\eta)^2+6Ge^2$, gives $e=3K\eta/(3K+4G)$. Substituting this back gives the energy per unit precipitate volume,

$$
W=\frac{18KG\,\eta^2}{3K+4G}=\frac{6G\eta^2}{1+4G/(3K)} .
$$

Rough values are $G=65$ GPa, $K=170$ GPa and $\eta=1.2$ %. They give $W=37.2$ MJ/m$^3$ and a factor $\exp(W\Omega/kT)=1.087$. The ratio to the flat, strain-free solubility rises to 1.70. The misfit used is a room-temperature value. CoSi$_2$ has the smaller lattice and expands more on heating, so the misfit at 1273 K is smaller and this is an upper estimate. For a CoSi$_2$ expansion coefficient between $9.4\times10^{-6}$ and $14.4\times10^{-6}$ K$^{-1}$, the misfit at 1273 K is about 0.7 to 0.2 %, and the factor is only about 1.03 to 1.003. If interface stress is neglected, the factor does not depend on $r$, so it cancels when two fully coherent spheres of different size are compared. At the 1.2 % misfit, an interface stress of 1 N/m would make the factors for 5 and 10 nm differ by about 0.7 %.

**Curvature dependence of the interface energy.** Write the interface energy as $\gamma(1-2d/r)$ with a length $d$ of atomic size. The total is $4\pi\gamma(r^2-2dr)$. Dividing its derivative by $dV/dr=4\pi r^2$ gives

$$
\frac{8\pi\gamma(r-d)}{4\pi r^2}=\frac{2\gamma}{r}\left(1-\frac dr\right).
$$

For an assumed $d=\pm0.2$ nm the exponent changes by 4 %, and the ratio becomes 1.54 or 1.59. The sign of $d$ is not known here.

**Lattice parameter and charge.** A lattice parameter larger by 1 % raises the exponent by 3 %. If each dissolved cobalt atom were a singly charged donor, it would also shift the Fermi level. With a rough intrinsic carrier density $n_i=10^{19}$ cm$^{-3}$, neutrality gives a shift of about $c(r)/(2n_i)=4.7\times10^{-5}$ in units of $kT$, which is negligible. This concerns only the Fermi level in the bulk. CoSi$_2$ is a metal, and any band bending at its interface extends over a Debye length of about 1.9 nm, which is comparable to $r$. Charged cobalt would be enriched or depleted in that layer. A bending of $\pm0.5\,kT$ changes the value at $R=10$ nm from 1.28 to 1.23 or 1.33, depending on its sign, and changes the value at the interface by a factor $e^{\mp0.5}$. The profile derived above holds for neutral cobalt or flat bands.

## Relation to real precipitates

A temperature of 1273 K is in the range used to anneal cobalt-implanted silicon when buried CoSi$_2$ is formed. It is hotter than the usual anneals for CoSi$_2$ device contacts. The interface energy is an assumed value of plausible size, and a real interface need not have a single value. CoSi$_2$ precipitates in silicon can have {111} facets, and the spherical shape is then only an approximation. For the octahedron considered above, this moves the ratio from 1.57 to 1.70. For a sphere with the assumed $\gamma=0.5$ J/m$^2$ the enhancement is about 1.6, and the further digits serve only to compare one model with another. If $\gamma$ is known only to lie between 0.3 and 1.0 J/m$^2$, the enhancement for an unstrained sphere can lie anywhere from about 1.3 to about 2.4. For the octahedron the upper end rises to about 2.9.

## Calculated quantities

```
radius: 5.0 nm; temperature: 1273 K
interface energy: 0.50 J/m2
rough CoSi2 lattice parameter: 0.54 nm
volume per Co atom Omega: 0.03937 nm3
formula units in precipitate, V/Omega: 13301
mean lattice count: 13308 Co atoms, 26595 Si atoms
thermal energy kT: 109.7 meV
capillary work per Co atom: 49.1 meV
exponent: 0.4480 (dimensionless)
capillary length L: 2.240 nm
ENHANCEMENT c(r)/c_flat: 1.565 (ratio)
increase over flat solubility: 56.5 %
enhancement from lattice-gas equilibrium: 1.5652 (ratio)
same, closed formula to four decimals: 1.5651 (ratio)
rough flat solubility: 6.0e+14 cm^-3
solubility at precipitate: 9.4e+14 cm^-3
linear form 1 + L/r: 1.448 (ratio)
wrong result with Omega/3: 1.161 (ratio)
radius of free-energy maximum: 5.000 nm
enhancement at 2r = 10 nm from centre: 1.283 (ratio)
enhancement for radius 2 nm: 3.065 (ratio)
enhancement for radius 10 nm: 1.251 (ratio)
enhancement for radius 20 nm: 1.119 (ratio)
enhancement for radius 50 nm: 1.046 (ratio)
radius for 10 % enhancement: 23.5 nm
enhancement for gamma 0.3 J/m2: 1.308 (ratio)
enhancement for gamma 1.0 J/m2: 2.450 (ratio)
octahedron facet distance: 4.23 nm
octahedron exponent: 0.530 (dimensionless)
octahedron enhancement: 1.699 (ratio)
rough shear modulus of Si: 65 GPa
rough bulk modulus of CoSi2: 170 GPa
rough misfit, upper estimate: 1.2 %
coherency energy density: 37.2 MJ/m3
coherency factor on solubility: 1.087 (ratio)
enhancement with coherency strain: 1.70 (ratio)
assumed curvature length d: 0.2 nm
enhancement with d > 0: 1.537 (ratio)
enhancement with d < 0: 1.593 (ratio)
exponent change for 1 % larger lattice: 3.0 %
rough intrinsic carrier density: 1e+19 cm^-3
Fermi-level shift from charged Co: 4.7e-05 kT
```
